# Becquerel's formula from the Larmor shift, evaluated for fused silica: test program

```python
# Result under test: Becquerel's formula for the Verdet constant,
#     V = (e / 2 m c) * omega * dn/domega = -(e / 2 m c) * lambda * dn/dlambda,
# for bound electrons of charge -e and mass m in a weak magnetic field B.
# Rotation angle = V * B * length, positive when right-handed about B.
# If lattice vibrations also contribute to n, only the electronic
# susceptibility chi_el is Larmor shifted, and
#     V = -(e / 2 m c) * lambda / (2 n) * dchi_el/dlambda.
# Sellmeier model: n^2 - 1 = sum_j B_j lambda^2 / (lambda^2 - lambda_j^2).
# Silica inputs are rounded coefficients of the customary fit to measured n.
# SI units, except wavelengths in the Sellmeier functions (micrometres).
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.spatial.transform import Rotation

e, m, c = const.e, const.m_e, const.c
prefactor = e / (2 * m * c)                      # rad/(T m)
strength = np.array([0.696, 0.408, 0.897])
resonance_um = np.array([0.0684, 0.1162, 9.90])  # last one: lattice
wavelength_um = 0.633
field, length = 1.0, 0.1                         # T, m


def angular_frequency(lam_um):
    return 2 * np.pi * c / (lam_um * 1e-6)


def index(lam_um):
    terms = strength * lam_um**2 / (lam_um**2 - resonance_um**2)
    return np.sqrt(1 + terms.sum())


def inverse_response(omega0, omega, cyclotron):
    # (matrix) r = -(e/m) E for time factor exp(-i omega t), B along z
    d = omega0**2 - omega**2
    g = 1j * omega * cyclotron
    return np.array([[d, -g], [g, d]])


def rotation_angle(epsilon, omega, path):
    # propagate x-polarized light with the matrix square root of epsilon
    values, vectors = np.linalg.eigh(epsilon)
    phases = np.exp(1j * omega * path / c * np.sqrt(values))
    ex, ey = vectors @ (phases * (vectors.conj().T @ np.array([1.0, 0.0])))
    return 0.5 * np.arctan2(2 * (ex * np.conj(ey)).real,
                            abs(ex)**2 - abs(ey)**2)


# --- driven electron: periodic orbit by time integration (omega0 = e/m = 1)
def periodic_start(sense, omega, cyclotron):
    def rhs(t, s):
        x, y, vx, vy = s
        return [vx, vy,
                -x - np.cos(omega * t) - cyclotron * vy,
                -y - sense * np.sin(omega * t) + cyclotron * vx]

    def after_period(start):
        return solve_ivp(rhs, (0, 2 * np.pi / omega), start,
                         method="DOP853", rtol=1e-12, atol=1e-13).y[:, -1]

    drift = after_period(np.zeros(4))
    monodromy = np.array([after_period(v) - drift for v in np.eye(4)]).T
    return np.linalg.solve(np.eye(4) - monodromy, drift)


drive, cyc = 0.6, 1e-3
for sense in (1, -1):
    start = periodic_start(sense, drive, cyc)
    shifted = -1 / (1 - (drive - sense * cyc / 2)**2)
    # neglected terms are of relative size (cyc/2)^2 / (1 - drive^2) = 4e-7
    assert abs(start[0] / shifted - 1) < 1e-6
    assert abs(start[1]) < 1e-8

# --- silica: slopes and the two forms of the Verdet constant
n = index(wavelength_um)
chi_slopes = (-2 * strength * wavelength_um * resonance_um**2
              / (wavelength_um**2 - resonance_um**2)**2)
slope_parts = chi_slopes / (2 * n)               # 1/um, each term's share
slope_total = slope_parts.sum()
slope_electronic = slope_parts[:2].sum()
h = 1e-4
slope_numeric = (index(wavelength_um + h) - index(wavelength_um - h)) / (2 * h)
assert abs(slope_numeric / slope_total - 1) < 1e-6
verdet_total = -prefactor * wavelength_um * slope_total
verdet_electronic = -prefactor * wavelength_um * slope_electronic

# --- the same from the full dielectric matrix, without expansion in B
omega = angular_frequency(wavelength_um)
omega_larmor = e * field / (2 * m)


def silica_epsilon(charge_to_mass):
    epsilon = np.eye(2, dtype=complex)
    for b, lam0, ratio in zip(strength, resonance_um, charge_to_mass):
        w0 = angular_frequency(lam0)
        epsilon += b * w0**2 * np.linalg.inv(
            inverse_response(w0, omega, ratio * field))
    return epsilon


def silica_verdet(charge_to_mass):
    angle = rotation_angle(silica_epsilon(charge_to_mass), omega, length)
    return angle / (field * length)


em = e / m
ion = 2 * e / (16 * const.atomic_mass)           # doubly charged oxygen ion
matrix_all = silica_verdet([em, em, em])
matrix_electronic = silica_verdet([em, em, 0.0])
ion_part = silica_verdet([em, em, ion]) - matrix_electronic
assert abs(matrix_all / verdet_total - 1) < 1e-6
assert abs(matrix_electronic / verdet_electronic - 1) < 1e-6
assert abs(ion_part) < 1e-4 * verdet_electronic
n_squared = np.linalg.eigvalsh(silica_epsilon([em, em, 0.0]))
index_split = np.sqrt(n_squared[1]) - np.sqrt(n_squared[0])

# --- Lorentz-Lorenz local field: formula unchanged for electrons alone
w_local = angular_frequency(0.1)


def local_index(w):
    a = 0.25 * w_local**2 / (w_local**2 - w**2)
    return np.sqrt((1 + 2 * a) / (1 - a))


a_matrix = 0.25 * w_local**2 * np.linalg.inv(
    inverse_response(w_local, omega, em * field))
eps_local = (np.eye(2) + 2 * a_matrix) @ np.linalg.inv(np.eye(2) - a_matrix)
verdet_local = rotation_angle(eps_local, omega, length) / (field * length)
dw = 1e-4 * omega
dn_dw = (local_index(omega + dw) - local_index(omega - dw)) / (2 * dw)
assert abs(verdet_local / (prefactor * omega * dn_dw) - 1) < 1e-6

# --- randomly oriented anisotropic oscillators (dimensionless frequencies)
axes = np.array([1.0, 1.2, 1.5])
light, cyc = 0.2, 1e-4
magnetic = np.zeros((3, 3), complex)
magnetic[0, 1], magnetic[1, 0] = -1j * light * cyc, 1j * light * cyc
nodes, weights = np.polynomial.legendre.leggauss(6)
turns = 2 * np.pi * np.arange(8) / 8
mean_response = np.zeros((3, 3), complex)
for node, weight in zip(nodes, weights):
    for first in turns:
        for last in turns:
            r = Rotation.from_euler(
                "zyz", [first, np.arccos(node), last]).as_matrix()
            stiffness = r @ np.diag(axes**2) @ r.T
            mean_response += weight / 128 * np.linalg.inv(
                stiffness - light**2 * np.eye(3) + magnetic)
plus = np.array([1, 1j, 0]) / np.sqrt(2)         # right-handed about B
minus = plus.conj()
split = (minus.conj() @ mean_response @ minus
         - plus.conj() @ mean_response @ plus).real


def mean_polarizability(w):
    return np.mean(1 / (axes**2 - w**2))


becquerel_split = (mean_polarizability(light + cyc / 2)
                   - mean_polarizability(light - cyc / 2))
gamma_numeric = split / becquerel_split
a1, a2, a3 = 1 / (axes**2 - light**2)
gamma = (a1 * a2 + a2 * a3 + a3 * a1) / (a1**2 + a2**2 + a3**2)
assert abs(gamma_numeric / gamma - 1) < 1e-6
assert gamma < 1

print("INPUTS")
print(f"vacuum wavelength: {wavelength_um * 1000:.0f} nm")
for j in range(3):
    print(f"Sellmeier term {j + 1}: B = {strength[j]:.3f}, "
          f"resonance = {resonance_um[j]:.4f} um")
print(f"field: {field:.1f} T, path: {length:.1f} m")
print("INTERMEDIATE VALUES")
print(f"e/(2 m c): {prefactor:.2f} rad/(T m)")
print(f"light angular frequency: {omega:.4e} rad/s")
print(f"Larmor angular frequency at 1 T: {omega_larmor:.4e} rad/s")
print(f"Larmor / light frequency: {omega_larmor / omega:.3e}")
print(f"refractive index n: {n:.4f}")
for j in range(3):
    print(f"slope dn/dlambda from term {j + 1}: {slope_parts[j]:.5f} 1/um")
print(f"total slope: {slope_total:.5f} 1/um")
print(f"electronic slope: {slope_electronic:.5f} 1/um")
print(f"lattice share of slope: {100 * slope_parts[2] / slope_total:.1f} %")
print(f"n_minus - n_plus at 1 T (electronic): {index_split:.3e}")
print("RESULTS")
print(f"V, total slope: {verdet_total:.3f} rad/(T m)")
print(f"V, electronic slope: {verdet_electronic:.3f} rad/(T m)")
print(f"V, electronic slope: {np.degrees(verdet_electronic):.1f} deg/(T m)")
print(f"V, full matrix, all terms shifted: {matrix_all:.3f} rad/(T m)")
print(f"V, full matrix, electrons only: {matrix_electronic:.3f} rad/(T m)")
print(f"V of lattice with ionic charge/mass: {ion_part:.1e} rad/(T m)")
theta = verdet_electronic * field * length
print(f"rotation for 1 T and 0.1 m: {theta:.4f} rad")
print(f"same rotation: {np.degrees(theta):.2f} deg")
print("ANISOTROPIC OSCILLATORS")
print(f"resonances: {axes[0]:.1f}, {axes[1]:.1f}, {axes[2]:.1f}; "
      f"light: {light:.1f} (units of lowest resonance)")
print(f"reduction factor, formula: {gamma:.4f}")
print(f"reduction factor, orientation average: {gamma_numeric:.4f}")
print("done: every assertion held")
```

It prints:

```
INPUTS
vacuum wavelength: 633 nm
Sellmeier term 1: B = 0.696, resonance = 0.0684 um
Sellmeier term 2: B = 0.408, resonance = 0.1162 um
Sellmeier term 3: B = 0.897, resonance = 9.9000 um
field: 1.0 T, path: 0.1 m
INTERMEDIATE VALUES
e/(2 m c): 293.34 rad/(T m)
light angular frequency: 2.9758e+15 rad/s
Larmor angular frequency at 1 T: 8.7941e+10 rad/s
Larmor / light frequency: 2.955e-05
refractive index n: 1.4570
slope dn/dlambda from term 1: -0.00902 1/um
slope dn/dlambda from term 2: -0.01597 1/um
slope dn/dlambda from term 3: -0.00401 1/um
total slope: -0.02900 1/um
electronic slope: -0.02499 1/um
lattice share of slope: 13.8 %
n_minus - n_plus at 1 T (electronic): 9.348e-07
RESULTS
V, total slope: 5.384 rad/(T m)
V, electronic slope: 4.640 rad/(T m)
V, electronic slope: 265.8 deg/(T m)
V, full matrix, all terms shifted: 5.384 rad/(T m)
V, full matrix, electrons only: 4.640 rad/(T m)
V of lattice with ionic charge/mass: 5.1e-05 rad/(T m)
rotation for 1 T and 0.1 m: 0.4640 rad
same rotation: 26.58 deg
ANISOTROPIC OSCILLATORS
resonances: 1.0, 1.2, 1.5; light: 0.2 (units of lowest resonance)
reduction factor, formula: 0.8548
reduction factor, orientation average: 0.8548
done: every assertion held
```
